# Transmission and Conductance of a Smooth Graphene p-n Junction

## First half: from head-on incidence to a two-level sweep

An electron in a graphene sheet meets a p-n junction about 100 nm wide. Head-on, it passes with probability 1. At 10 degrees from the normal the probability is 0.48, and at 20 degrees it is 0.056. The potential step is twice the electron's kinetic energy, yet it is fully transparent in one direction and nearly closed 20 degrees away. What sets this angular width, and how much current does the junction carry?

**The model.** Near one corner of the Brillouin zone, the low-energy Hamiltonian of graphene in an electrostatic potential is

\[
H=v(\sigma_xp_x+\sigma_yp_y)+U(x).
\]

The Pauli matrices act on the two sublattice amplitudes, and \(v\) is the Dirac velocity. The potential is smooth on the scale of the lattice, so it does not mix the two valleys. Trigonal warping, disorder and interactions beyond the given \(U\) are left out. The numbers above belong to

\[
U(x)=U_0\tanh(x/L),\qquad E=0,
\]

with the round parameters \(v=10^6\) m/s, \(U_0=0.1\) eV and \(L=50\) nm. Far to the left the kinetic energy \(E-U\) is \(+U_0\), so the carriers there are in the conduction band (n side). Far to the right it is \(-U_0\), and they are in the valence band (p side). The Fermi wave number on both sides is \(k_F=U_0/(\hbar v)=0.1519\) nm\(^{-1}\).

The potential does not depend on \(y\), so \(\psi(x,y)=e^{ik_yy}\psi(x)\) with conserved \(k_y\). With \(p(x)=[E-U(x)]/(\hbar v)\), which is a wave number and may have either sign, the stationary equation reads

\[
-i\sigma_x\psi'+k_y\sigma_y\psi=p\,\psi .
\]

Multiply from the left by \(i\sigma_x\). Since \(\sigma_x^2=1\) and \(\sigma_x\sigma_y=i\sigma_z\), this gives

\[
\psi'=ip\,\sigma_x\psi-ik_y(i\sigma_z)\psi
=ip\,\sigma_x\psi+k_y\sigma_z\psi. \tag{1}
\]

The quoted probabilities come from integrating (1) with an eighth-order Runge-Kutta method. The integration starts from a purely outgoing wave on the right and runs to the left, where the solution is split into an incident and a reflected wave.

To define transmission we need the current. The velocity operator is \(\partial H/\partial p_x=v\sigma_x\), so the current density is \(j=v\,\psi^\dagger\sigma_x\psi\). Equation (1) and its adjoint give

\[
\frac{d}{dx}\psi^\dagger\sigma_x\psi
=\psi^\dagger(-ip\sigma_x+k_y\sigma_z)\sigma_x\psi
+\psi^\dagger\sigma_x(ip\sigma_x+k_y\sigma_z)\psi .
\]

The two terms with \(p\) cancel. The rest is \(k_y\psi^\dagger(\sigma_z\sigma_x+\sigma_x\sigma_z)\psi=0\), because different Pauli matrices anticommute. The current is the same at every \(x\), and \(T\) is the transmitted current divided by the incident current.

**The simple case: \(k_y=0\).** Equation (1) becomes \(\psi'=ip\sigma_x\psi\). Let \(|s\rangle\) be the eigenvector of \(\sigma_x\) with eigenvalue \(s=\pm1\). The two components then separate:

\[
\psi_s(x)=\psi_s(0)\exp\left[is\int_0^xp(x')\,dx'\right].
\]

The component \(s=+1\) carries current to the right and \(s=-1\) carries it to the left. Neither feeds the other, so nothing is reflected, and \(T=1\) for any profile \(U(x)\). Within this Hamiltonian, height and steepness of the step do not matter. For the real lattice this holds as long as \(U\) is smooth on the atomic scale and \(|E-U|\) stays small beside the hopping energy of about 3 eV. This explains the first number. The angular dependence must come from the term \(k_y\sigma_z\), which mixes the two directions of motion.

**Switching on \(k_y\): the forbidden strip.** Where \(p\) is nearly constant, a plane wave with wave number \(k_x\) obeys

\[
p^2=k_x^2+k_y^2 .
\]

Its group velocity along \(x\) is \(v\,\partial p/\partial k_x=vk_x/p\). A wave moving to the right therefore has \(k_x>0\) in the conduction band (\(p>0\)) and \(k_x<0\) in the valence band (\(p<0\)). In crossing the junction, the transmitted electron reverses \(k_x\) and still moves to the right. Its \(k_y\) is conserved, so the velocity along \(y\), \(vk_y/p\), changes sign: the angles to the normal obey \(p_L\sin\theta=p_R\sin\theta'\), where \(p_L>0\) and \(p_R<0\) are the values of \(p\) far to the left and far to the right. In a symmetric junction such as the example, \(p_R=-p_L\), and an electron arriving at angle \(\theta\) leaves at \(-\theta\).

In the middle of the junction \(p\) passes through zero. Where \(|p|<|k_y|\), \(k_x\) is imaginary and there is no propagating wave. To study this region, replace the potential by its linear part,

\[
U(x)=eFx .
\]

Here \(e>0\) is the elementary charge and \(F>0\) is the electric field at the junction, so the force on the electron is \(-eF\) along \(x\). The energy \(E\) merely shifts the origin of \(x\), and we set it to zero for the moment. There is one natural length,

\[
\ell=\sqrt{\frac{\hbar v}{eF}},\qquad p(x)=-\frac{x}{\ell^2}.
\]

The forbidden strip is \(|x|<|k_y|\ell^2\). Inside it the amplitude decays at the rate \(q(x)=\sqrt{k_y^2-x^2/\ell^4}\). A semiclassical estimate of the transmission is the squared decay factor, \(e^{-S}\). With \(x=|k_y|\ell^2\sin\alpha\),

\[
S=2\int q\,dx
=2k_y^2\ell^2\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha
=\pi k_y^2\ell^2 .
\]

This suggests \(T\approx\exp[-\pi\hbar vk_y^2/(eF)]\). The estimate rests on a decay through many decay lengths, which means \(|k_y|\ell\gg1\), and it says nothing about a prefactor. Most of the current is carried where \(|k_y|\ell\) is below 1. At \(k_y=0\) the estimate does give the correct value \(T=1\), but outside its range of justification. A treatment valid for all \(k_y\) is needed.

**The same problem in momentum space.** A linear potential becomes a first derivative in the momentum representation. Write \(k\) for \(k_x\) and

\[
\psi(x)=\int\frac{dk}{\sqrt{2\pi}}\,e^{ikx}\varphi(k).
\]

Since \(xe^{ikx}=-i\,\partial_ke^{ikx}\), an integration by parts moves the derivative to \(\varphi\) and changes its sign, so \(x\) acts as \(+i\partial_k\). The boundary terms at \(|k|\to\infty\) do not decay in modulus. They oscillate ever faster as functions of \(x\), however, and vanish when averaged smoothly over any small interval of \(x\). The stationary equation becomes

\[
ieF\frac{d\varphi}{dk}
=\left[E-\hbar v(k\sigma_x+k_y\sigma_y)\right]\varphi .
\]

The energy only contributes a phase. Put \(\varphi=e^{-iEk/(eF)}\chi\). Differentiating the phase yields \(E\varphi\), which cancels the same term on the right:

\[
ieF\frac{d\chi}{dk}=-\hbar v(k\sigma_x+k_y\sigma_y)\chi .
\]

Now define \(t=-\hbar k/(eF)\). This is the time in which the force \(-eF\) brings a particle from wave number 0 to \(k\). Then \(d/dk=-(\hbar/eF)\,d/dt\), the two minus signs cancel, and

\[
i\hbar\frac{d\chi}{dt}
=\left(-veFt\,\sigma_x+\hbar vk_y\sigma_y\right)\chi. \tag{2}
\]

This is the Landau-Zener problem. Without the coupling, the levels \(\sigma_x=\pm1\) have energies \(\mp veFt\). They cross at \(t=0\), and their separation changes at the rate \(2veF\). The coupling \(\hbar v|k_y|\) turns the crossing into an avoided one with smallest gap \(2\hbar v|k_y|\). The stationary scattering problem has no evolution in time; \(t\) is a relabelled momentum.

**Which state is the transmitted one?** At large \(|k|\) the coupling is small beside the splitting, and \(\sigma_x=s\) labels the eigenstates. Their kinetic energy is close to \(\hbar vsk\) and their velocity is \(sv\). The kinetic energy also equals \(E-eFx\), so a positive value places the wave far to the left and a negative value far to the right. There are four cases:

- \(k\to+\infty\), \(s=+1\): on the left, moving right. This is the incident wave.
- \(k\to+\infty\), \(s=-1\): on the right, moving left. This would be a wave incident from the p side, and it is absent.
- \(k\to-\infty\), \(s=+1\): on the right, moving right. This is the transmitted wave.
- \(k\to-\infty\), \(s=-1\): on the left, moving left. This is the reflected wave.

Both incoming waves lie at \(t\to-\infty\) and both outgoing waves at \(t\to+\infty\). The transmitted electron keeps \(\sigma_x=+1\) through the sweep, and therefore passes from the upper to the lower level across the gap. The reflected electron follows the upper level adiabatically and stays in the conduction band.

It remains to show that probabilities in \(k\) are ratios of currents in \(x\). At large \(|k|\) write \(\varphi_s\approx A_se^{i\Theta_s(k)}\). With \(E=0\), the equation for \(\varphi\) gives \(-eF\,\Theta_s'=-s\hbar vk\), so

\[
\Theta_s'=s\ell^2k,\qquad \Theta_s''=s\ell^2 .
\]

The coupling adds a phase that grows as \(\ln|k|\), whose second derivative vanishes at large \(|k|\). The integral for \(\psi(x)\) is then dominated by the point where the total phase \(kx+\Theta_s\) is stationary, \(x=-s\ell^2k\), in agreement with the list. The Gaussian integral around this point has modulus \(\sqrt{2\pi/\ell^2}\), hence

\[
|\psi_s(x)|\to\frac{|A_s|}{\sqrt{2\pi}}\sqrt{\frac{2\pi}{\ell^2}}
=\frac{|A_s|}{\ell}.
\]

Each wave carries the current \(sv|A_s|^2/\ell^2\). The factor \(v/\ell^2\) is common to all four, so \(T\) is the probability of remaining in \(\sigma_x=+1\).

**Dimensionless form.** Let \(\tau=-k\ell\) and \(\kappa=k_y\ell\). Because \(\hbar/(eF)=\ell^2/v\), we have \(t=\tau\ell/v\), and dividing (2) by \(\hbar v/\ell\) gives

\[
i\frac{d\chi}{d\tau}=(-\tau\sigma_x+\kappa\sigma_y)\chi .
\]

Expand \(\chi=a|+\rangle+b|-\rangle\) with \(|\pm\rangle=(1,\pm1)/\sqrt2\). Direct multiplication gives \(\sigma_y|+\rangle=-i|-\rangle\) and \(\sigma_y|-\rangle=i|+\rangle\). Hence \(ia'=-\tau a+i\kappa b\) and \(ib'=\tau b-i\kappa a\), where a prime now means \(d/d\tau\). Division by \(i\) yields

\[
a'=i\tau a+\kappa b,\qquad b'=-i\tau b-\kappa a. \tag{3}
\]

The derivative of \(|a|^2\) is \(2\kappa\,\mathrm{Re}(a^*b)\) and that of \(|b|^2\) is its negative. The sum \(|a|^2+|b|^2\) is conserved, which is the statement \(T+R=1\).

**Limit of weak coupling.** For \(\kappa=0\) the incident state evolves as \(a=e^{i\tau^2/2}\) with \(b=0\), and \(T=1\) as before. To first order in \(\kappa\), insert this \(a\) in the equation for \(b\) and set \(b=e^{-i\tau^2/2}\beta\):

\[
\beta'=-\kappa e^{i\tau^2},\qquad
\beta(\infty)=-\kappa\int_{-\infty}^{\infty}e^{i\tau^2}d\tau
=-\kappa\sqrt{\pi}\,e^{i\pi/4}.
\]

The reflection is \(R\approx\pi\kappa^2\) for \(|\kappa|\ll1\). The semiclassical estimate, expanded outside its own range, gives \(1-e^{-\pi\kappa^2}\approx\pi\kappa^2\) as well. This agreement suggests that the exponential may hold at every \(\kappa\), but does not prove it. In particular, the prefactor at large \(\kappa\) is still open.

## Second half: the full passage probability and the conductance

**What is carried over.** A uniform field \(F\) gives an electron the potential energy \(eFx\), and \(\ell=\sqrt{\hbar v/(eF)}\) with Dirac velocity \(v\). The conserved transverse wave number is \(k_y\), and \(\kappa=k_y\ell\). The variable \(\tau=-k_x\ell\) runs from \(-\infty\) (incoming waves) to \(+\infty\) (outgoing waves). The amplitudes \(a\) and \(b\) of \(\sigma_x=+1\) and \(-1\) obey

\[
a'=i\tau a+\kappa b,\qquad b'=-i\tau b-\kappa a,
\]

with conserved norm \(N=|a|^2+|b|^2\). Incidence from the n side means \(b\to0\) at \(\tau\to-\infty\). The reflection is \(R=|b(+\infty)|^2/N\), and \(T=1-R\). For \(|\kappa|\ll1\), \(R\approx\pi\kappa^2\).

**An equation for \(b\) alone.** Take \(\kappa\neq0\). Differentiate the second equation: \(b''=-ib-i\tau b'-\kappa a'\). The first equation, with \(\kappa a=-b'-i\tau b\), gives

\[
\kappa a'=i\tau(\kappa a)+\kappa^2b=-i\tau b'+(\tau^2+\kappa^2)b .
\]

The terms with \(b'\) cancel, and \(b''=-(\tau^2+\kappa^2+i)b\). Now set \(b=e^{i\tau^2/2}g\). Then \(b''=e^{i\tau^2/2}(g''+2i\tau g'+ig-\tau^2g)\), so

\[
g''+2i\tau g'+(\kappa^2+2i)g=0. \tag{4}
\]

The coefficients are at most linear in \(\tau\), which makes an integral over exponentials suitable. With \(\nu=\kappa^2/2\) and \(\lambda=e^{-i\pi/4}\), so that \(\lambda^2=-i\), try

\[
g(\tau)=\int_0^\infty w(u)\,e^{\lambda u\tau}du,\qquad
w(u)=u^{-i\nu}e^{-u^2/4}. \tag{5}
\]

In (4), \(g''\) brings down the factor \(\lambda^2u^2=-iu^2\). In the second term, \(\lambda\tau e^{\lambda u\tau}\) is the \(u\)-derivative of the exponential. Integration by parts, with \(uw\to0\) at both ends, gives

\[
2i\tau g'=-2i\int_0^\infty(uw)'e^{\lambda u\tau}du,\qquad
(uw)'=\left(1-i\nu-\tfrac12u^2\right)w .
\]

The total factor multiplying \(we^{\lambda u\tau}\) in (4) is

\[
-iu^2+(-2i-2\nu+iu^2)+\kappa^2+2i=\kappa^2-2\nu=0 .
\]

So (5) solves (4). Define \(a\) by the second amplitude equation, \(\kappa a=-(b'+i\tau b)\). Differentiating this and using the equation for \(b''\) gives \(\kappa a'=(\tau^2+\kappa^2)b-i\tau b'\), which is what the first equation requires. Both are satisfied.

**The incoming limit.** For \(\tau\to-\infty\) the exponential in (5) decays, and small \(u\) dominate. With \(u=y/|\tau|\), the factor \(e^{-u^2/4}\) tends to 1 and

\[
g\approx|\tau|^{-1+i\nu}\int_0^\infty y^{-i\nu}e^{-\lambda y}dy
=\Gamma(1-i\nu)\,\lambda^{-1+i\nu}\,|\tau|^{-1+i\nu}.
\]

Thus \(b\to0\) as \(1/|\tau|\), the required condition. In \(\kappa a=-e^{i\tau^2/2}(2i\tau g+g')\), the term \(g'\) falls as \(1/\tau^2\) and drops out. Since \(|\lambda^{i\nu}|=e^{\pi\nu/4}\),

\[
N=|a(-\infty)|^2=\frac{4}{\kappa^2}\,|\Gamma(1-i\nu)|^2\,e^{\pi\nu/2}.
\]

**The outgoing limit.** For \(\tau\to+\infty\), complete the square in the exponent of (5):

\[
-\tfrac14u^2+\lambda u\tau=-\tfrac14(u-u_s)^2-i\tau^2,\qquad
u_s=2\lambda\tau=\sqrt2\,\tau(1-i).
\]

The integrand is analytic for \(\mathrm{Re}\,u>0\) and decays at large \(\mathrm{Re}\,u\). The path may therefore run from 0 down to \(-i\sqrt2\,\tau\) and then horizontally to the right through \(u_s\).

On the vertical piece \(u=-iy\), the real part of the exponent is \(y^2/4-y\tau/\sqrt2\). Because \(y\le\sqrt2\,\tau\), this is at most \(-y\tau/(2\sqrt2)\). The factor \(|u^{-i\nu}|=e^{-\pi\nu/2}\) is constant there, so the piece contributes at most of order \(1/\tau\) and vanishes in the limit.

On the horizontal piece \(u=u_s+r\), the Gaussian \(e^{-r^2/4}\) restricts \(r\) to a few units while \(|u_s|\to\infty\). The power may be taken at \(u_s\), whose argument is \(-\pi/4\), so \(|u_s^{-i\nu}|=e^{-\pi\nu/4}\). The Gaussian integral is \(2\sqrt\pi\), and

\[
|b(+\infty)|^2=4\pi e^{-\pi\nu/2}.
\]

**The ratio.** Dividing by the norm,

\[
R=\frac{\pi\kappa^2e^{-\pi\nu}}{|\Gamma(1-i\nu)|^2}.
\]

The reflection formula of the gamma function gives

\[
|\Gamma(1-i\nu)|^2=i\nu\,\Gamma(i\nu)\Gamma(1-i\nu)
=\frac{i\pi\nu}{\sin(i\pi\nu)}=\frac{\pi\nu}{\sinh\pi\nu}.
\]

With \(\kappa^2=2\nu\), \(R=2e^{-\pi\nu}\sinh\pi\nu=1-e^{-2\pi\nu}\). Therefore

\[
T(k_y)=e^{-\pi\kappa^2}
=\exp\left(-\frac{\pi\hbar vk_y^2}{eF}\right). \tag{6}
\]

For an unlimited uniform field this holds at every \(k_y\), and it reproduces \(R\approx\pi\kappa^2\) at small \(\kappa\). In the usual Landau-Zener form, a coupling \(\Delta\) and a rate \(\alpha\) of change of the level separation give the passage probability \(e^{-2\pi\Delta^2/(\hbar\alpha)}\). Here \(\Delta=\hbar v|k_y|\) and \(\alpha=2veF\), which returns (6).

Numerical integration of (1) across a linear ramp, with flat regions beyond \(|x|=20\ell\), gives \(T=0.8819\), 0.4559 and 0.1339 for \(\kappa=0.2\), 0.5 and 0.8. Equation (6) gives the same four digits.

**Back to the angles.** In the tanh junction the kinetic energy vanishes at \(x=0\), where the slope of \(U\) is \(U_0/L\). Hence \(F=U_0/(eL)=2.0\times10^6\) V/m and

\[
\ell^2=\frac{\hbar vL}{U_0}=\frac{L}{k_F}
=\frac{50\ \mathrm{nm}}{0.1519\ \mathrm{nm}^{-1}},\qquad
\ell=18.1\ \mathrm{nm}.
\]

An electron arriving at angle \(\theta\) has \(k_y=k_F\sin\theta\), so (6) becomes \(T=e^{-\pi k_FL\sin^2\theta}\) with \(k_FL=7.60\). At 10 degrees this is 0.487, against 0.484 from the full tanh potential. Transmission falls to one half at

\[
k_y=\frac1\ell\sqrt{\frac{\ln2}{\pi}}=0.0259\ \mathrm{nm}^{-1},\qquad
\sin\theta=\frac{0.0259}{0.1519},\qquad \theta=9.8^\circ .
\]

The forbidden strip is then \(2k_y\ell^2=17.0\) nm wide. In the tanh potential, a numerical root of \(|E-U|=\hbar vk_y\) gives 17.2 nm. The central field is a good approximation here: the field is only 3% lower at the edges of this strip, and 12% lower at a distance \(\ell\) from the centre. A narrow strip alone would not be enough, since its width goes to zero with \(k_y\) in any junction, however steep.

**Curvature of the potential.** At 20 degrees (6) gives 0.061, while the full potential gives 0.056. The decay integral of the first half explains the difference. For the tanh profile put \(z=\tanh(x/L)\), \(dx=L\,dz/(1-z^2)\), then \(z=s\sin\alpha\) with \(s=\sin\theta\):

\[
S=2k_FL\int_{-\pi/2}^{\pi/2}
\frac{s^2\cos^2\alpha}{1-s^2\sin^2\alpha}\,d\alpha .
\]

Write the numerator as \((1-s^2\sin^2\alpha)-(1-s^2)\). The first part integrates to \(\pi\). For the second, \(\eta=\tan\alpha\) gives

\[
\int_{-\pi/2}^{\pi/2}\frac{d\alpha}{1-s^2\sin^2\alpha}
=\int_{-\infty}^{\infty}\frac{d\eta}{1+(1-s^2)\eta^2}
=\frac{\pi}{\sqrt{1-s^2}} .
\]

Therefore

\[
S=2\pi k_FL(1-\cos\theta)
=\pi k_FL\left(s^2+\tfrac14s^4+\dots\right). \tag{7}
\]

The first term is the exponent of (6). The second is positive: the field weakens away from the centre, which widens the barrier. At 20 degrees \(S=2.88\) and \(e^{-S}=0.056\), the computed value. For the tanh junction \(e^{-S}\) remains a semiclassical estimate, with the prefactor 1 taken over from the uniform field.

**From transmission to conductance.** Let the junction have width \(W\), large enough for a continuous \(k_y\), and let transport be phase-coherent and ballistic at zero temperature and small bias \(V\). In one channel, the states moving toward the junction within the energy window \(eV\) have density \(1/(2\pi\hbar v_x)\) per length and energy. Each carries charge at speed \(v_x\), which cancels, so the current is \((e^2/h)TV\). Channels are spaced by \(2\pi/W\) in \(k_y\).

Spin gives a factor 2. The other valley has the Hamiltonian \(v(-\sigma_xp_x+\sigma_yp_y)+U\), which conjugation with \(\sigma_y\) turns into the first one, so it has the same \(T\) and gives another factor 2:

\[
G=\frac{4e^2}{h}\,\frac{W}{2\pi}\int T(k_y)\,dk_y .
\]

The integral covers \(|k_y|<k_F\). If \(k_F\ell\gg1\), \(T\) is negligible at these limits and they may be moved to infinity. The Gaussian integral \(\int e^{-\pi\ell^2k_y^2}dk_y\) equals \(1/\ell\), so

\[
\frac{G}{W}=\frac{2e^2}{\pi h\,\ell}
=\frac{2e^2}{\pi h}\sqrt{\frac{eF}{\hbar v}}. \tag{8}
\]

The square root counts channels. The integral \(1/\ell\) is the effective full width of the window in \(k_y\), so channels with \(|k_y|\) up to about \(1/(2\ell)\) get through, and \(1/\ell\) grows as \(\sqrt F\).

For the example \(2e^2/(\pi h)=2.466\times10^{-5}\) S. Division by 18.14 nm gives \(G/W=1359\) S/m. A junction 1 µm wide has \(G=1.36\) mS, or a resistance of 736 Ω. With \(T=1\) in every channel, the integral would be \(2k_F\) and \(G\) would be 7.49 mS. The mean transmission is the ratio \(1/(2k_F\ell)=0.18\).

**The scaling on a full potential.** Keep \(U_0\) fixed and double \(L\) twice, so that \(F\) falls by a factor of 4. Below, \(T\) is computed from the Dirac equation in the tanh potential and summed over \(k_y\) by Gauss-Legendre quadrature up to \(|k_y|\ell=2.5\).

| \(L\) (nm) | full \(G/W\) (S/m) | (8) (S/m) | ratio |
|---|---|---|---|
| 50 | 1348.7 | 1359.5 | 0.9921 |
| 100 | 957.5 | 961.3 | 0.9961 |
| 200 | 678.4 | 679.8 | 0.9980 |

A straight-line fit of \(\ln G\) against \(\ln F\) has slope 0.496. The deficit follows from (7). To first order, the second term lowers \(G\) by the fraction \(\frac14\pi k_FL\langle s^4\rangle\), averaged with the weight \(e^{-\pi k_FLs^2}\). This Gaussian has variance \(1/(2\pi k_FL)\), and its fourth moment is three times the variance squared:

\[
\frac{\delta G}{G}\approx-\frac{\pi k_FL}{4}\cdot\frac{3}{4\pi^2(k_FL)^2}
=-\frac{3}{16\pi k_FL}.
\]

For \(L=50\) nm this is \(-0.0079\), as in the table. It halves with each doubling of \(L\), so the full conductance grows slightly more slowly with \(F\) than the square root.

**Where the law ends.** The mean transmission \(1/(2k_F\ell)\) would exceed 1 for \(k_F\ell<\frac12\), so (8) must fail in steep junctions. The extreme case is an abrupt step from \(p=k_F\) to \(p=-k_F\), short compared with the Fermi wavelength (\(k_FL\ll1\)) but still smooth on the scale of the lattice. The spinors, up to a common factor, are \((1,e^{i\theta})\) for the incident wave, \((1,-e^{-i\theta})\) for the reflected wave and \((1,e^{-i\theta})\) for the transmitted wave. Continuity requires

\[
1+r=t_s,\qquad e^{i\theta}-re^{-i\theta}=t_se^{-i\theta},
\]

where \(r\) and \(t_s\) are the reflected and transmitted amplitudes. Eliminating \(t_s\) gives \(2r=e^{2i\theta}-1\), so \(|r|^2=\sin^2\theta\) and \(T=\cos^2\theta\). The field no longer appears. Averaged over \(k_y=k_F\sin\theta\), \(T\) is \(1-\frac13=\frac23\), and the conductance saturates. The mean transmission from (8) exceeds this value already for \(k_F\ell<\frac34\).

The field in (8) is the local one, at the point where \(E-U\) vanishes. In an asymmetric junction the smaller of the two Fermi wave numbers limits \(|k_y|\), and it is this one that must be large compared with \(1/\ell\). The carriers screen the field with a strength that depends on their density, and the gates change this density. \(F\) is therefore in general not proportional to a gate voltage. A measured dependence on gate voltage tests (8) only together with an electrostatic calculation of \(F\). Equation (8) is a two-terminal conductance between ideal, reflectionless contacts. Of the 736 Ω in the example, 133 Ω would remain without the junction, because the sheet has a finite number of channels. A measured resistance also contains the additional resistance of real contacts and of any diffusive regions, which (8) leaves out.
